**Testing the lower bound on the reflection mixing conductance**

The program tests Re g_r ≥ (g↑ + g↓)/2, where g_r = M − Tr r↑r↓†, g_σ = Tr t_σt_σ†, M is the number of metal channels per spin, and r_σ and t_σ are the reflection and transmission matrices. For 400 pairs of random unitary scattering matrices, it asserts the bound, the identity Re g_r = (g↑ + g↓)/2 + ½‖r↑ − r↓‖², and the stronger Cauchy–Schwarz bound. It also compares the mixing conductances with spin balances computed from explicit Pauli matrices. For a free-electron interface, it asserts that the transverse spin current entering the magnet equals g_r and that its value at 800 bohr agrees with the large-depth formula within 5%. The output gives Re g_r = 0.037655 bohr⁻² against a half-sum of 0.023652 bohr⁻². In the film calculations, Re g_r stays above the half-sum at all five thicknesses, while the absorbed spin Re(g_r − g_t), with g_t = Tr t↑t↓†, falls below it at 1 and 2 bohr. Dephasing is therefore not needed for the bound on Re g_r, but full dephasing, g_t = 0, is sufficient to extend it to the absorbed spin.

## Check in Python

```python
"""
Result under test: for a spin-conserving, flux-conserving interface,
    Re g_r >= (g_up + g_dn)/2,
    Re g_r  = (g_up + g_dn)/2 + (1/2) ||r_up - r_dn||^2.
Symbols: M = open channels per spin in the normal metal;
r_s, t_s = reflection and transmission matrices for spin s;
g_s = Tr t_s t_s^+ ; g_r = M - Tr r_up r_dn^+ ; g_t = Tr t_up t_dn^+ .
Absorbed transverse spin = Re(g_r - g_t); full dephasing means g_t = 0.
Plane-interface example: hartree atomic units, conductances per area.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm
from scipy.stats import unitary_group

rng = np.random.default_rng(7)
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


def norm2(a):
    return np.sum(np.abs(a) ** 2)


def outgoing_spin(a_up, a_dn, m, s):
    """Spin along s carried by outgoing waves; input polarized along s."""
    m_sigma = np.tensordot(m, pauli, axes=1)
    s_sigma = np.tensordot(s, pauli, axes=1)
    one = np.eye(2)
    amp = np.kron(a_up, (one + m_sigma) / 2) + np.kron(a_dn, (one - m_sigma) / 2)
    rho_in = np.kron(np.eye(a_up.shape[1]), (one + s_sigma) / 2)
    rho_out = amp @ rho_in @ amp.conj().T
    return np.trace(np.kron(np.eye(a_up.shape[0]), s_sigma) @ rho_out).real


# ---- random interfaces: independent spins and nearly equal spins ----
M = 4
trials = 400
smallest_ratio = np.inf
absorbed_below = 0
for trial in range(trials):
    n_magnet = int(rng.integers(2, 7))
    dim = M + n_magnet
    S_up = unitary_group.rvs(dim, random_state=rng)
    if trial % 2 == 0:
        S_dn = unitary_group.rvs(dim, random_state=rng)
    else:
        h = rng.normal(size=(dim, dim)) + 1j * rng.normal(size=(dim, dim))
        S_dn = S_up @ expm(0.05j * (h + h.conj().T))
    r_up, t_up = S_up[:M, :M], S_up[M:, :M]
    r_dn, t_dn = S_dn[:M, :M], S_dn[M:, :M]
    m = rng.normal(size=3)
    m /= np.linalg.norm(m)
    s = np.cross(m, rng.normal(size=3))
    s /= np.linalg.norm(s)
    half_sum = (norm2(t_up) + norm2(t_dn)) / 2
    g_r = M - np.trace(r_up @ r_dn.conj().T)
    g_t = np.trace(t_up @ t_dn.conj().T)
    spin_reflected = outgoing_spin(r_up, r_dn, m, s)
    spin_transmitted = outgoing_spin(t_up, t_dn, m, s)
    absorbed = M - spin_reflected - spin_transmitted
    assert abs(M - spin_reflected - g_r.real) < 1e-10
    assert abs(spin_transmitted - g_t.real) < 1e-10
    assert abs(g_r.real - half_sum - norm2(r_up - r_dn) / 2) < 1e-10
    assert abs(absorbed - (norm2(r_up - r_dn) + norm2(t_up - t_dn)) / 2) < 1e-10
    sharper = M - np.sqrt((M - norm2(t_up)) * (M - norm2(t_dn)))
    assert g_r.real >= sharper - 1e-10 and sharper >= half_sum - 1e-10
    smallest_ratio = min(smallest_ratio, g_r.real / half_sum)
    absorbed_below += int(absorbed < half_sum)
assert smallest_ratio >= 1 - 1e-12
assert absorbed_below > 0

# ---- sharp case: no reflection, transmission phases sum to zero ----
zero = np.zeros((M, M))
t_phase = np.diag(np.exp(2j * np.pi * np.arange(M) / M))
x_axis, z_axis = np.array([1., 0, 0]), np.array([0, 0, 1.])
sharp_absorbed = (M - outgoing_spin(zero, zero, z_axis, x_axis)
                  - outgoing_spin(np.eye(M), t_phase, z_axis, x_axis))
sharp_half = (norm2(np.eye(M)) + norm2(t_phase)) / 2
assert abs(sharp_absorbed - sharp_half) < 1e-12
same_absorbed = M - outgoing_spin(np.eye(M), np.eye(M), z_axis, x_axis)
assert abs(same_absorbed) < 1e-12

# ---- free-electron plane interface ----
k_metal, k_up, k_dn = 0.7, 0.8, 0.4


def q_grid(n):
    """Transverse wavevectors and weights q dq/(2 pi), smooth at thresholds."""
    u, w = np.polynomial.legendre.leggauss(n)
    theta, w_theta = (u + 1) * np.pi / 4, w * np.pi / 4
    q_all, w_all = [], []
    for a, b in ((0.0, k_dn), (k_dn, k_metal)):
        q = a + (b - a) * np.sin(theta) ** 2
        q_all.append(q)
        w_all.append(w_theta * (b - a) * np.sin(2 * theta) * q / (2 * np.pi))
    return np.concatenate(q_all), np.concatenate(w_all)


def normal_k(k_fermi, q):
    return np.sqrt(k_fermi ** 2 - q ** 2 + 0j)


q, weight = q_grid(1000)
k = normal_k(k_metal, q).real
kap_up, kap_dn = normal_k(k_up, q), normal_k(k_dn, q)
ref_up, ref_dn = (k - kap_up) / (k + kap_up), (k - kap_dn) / (k + kap_dn)
tau_up, tau_dn = 2 * k / (k + kap_up), 2 * k / (k + kap_dn)
channels = np.sum(weight)
assert abs(channels - k_metal ** 2 / (4 * np.pi)) < 1e-12
g_up = np.sum(weight * kap_up.real / k * np.abs(tau_up) ** 2)
g_dn = np.sum(weight * kap_dn.real / k * np.abs(tau_dn) ** 2)
assert abs(g_up - channels + np.sum(weight * np.abs(ref_up) ** 2)) < 1e-12
assert abs(g_dn - channels + np.sum(weight * np.abs(ref_dn) ** 2)) < 1e-12
g_mix = np.sum(weight * (1 - ref_up * ref_dn.conj()))
half = (g_up + g_dn) / 2
excess = np.sum(weight * np.abs(ref_up - ref_dn) ** 2) / 2
sharper_bound = channels - np.sqrt((channels - g_up) * (channels - g_dn))
assert abs(g_mix.real - half - excess) < 1e-12
assert g_mix.real >= sharper_bound >= half


def transverse_current(x):
    """Transverse spin current inside the magnet at depth x, from its waves."""
    psi_up = tau_up * np.exp(1j * kap_up * x)
    psi_dn = tau_dn * np.exp(1j * kap_dn * x)
    dpsi_up, dpsi_dn = 1j * kap_up * psi_up, 1j * kap_dn * psi_dn
    flux = (psi_dn.conj() * dpsi_up - psi_up * dpsi_dn.conj()) / 2j
    return np.sum(weight * flux / k)


assert abs(transverse_current(0.0) - g_mix) < 1e-12
depths = [0, 10, 50, 200, 800]
currents = [abs(transverse_current(x)) for x in depths]
r0_up = (k_metal - k_up) / (k_metal + k_up)
r0_dn = (k_metal - k_dn) / (k_metal + k_dn)
spread = abs(1 / k_dn - 1 / k_up)
tail = abs(1 - r0_up * r0_dn) / (2 * np.pi * spread * depths[-1])
assert abs(currents[-1] / tail - 1) < 0.05  # leading large-depth term only


# ---- magnetic film between two identical metals ----
def film_amplitudes(k_fermi, d, q):
    """Solve continuity of wave and slope at both faces of the film."""
    kn, kap = normal_k(k_metal, q), normal_k(k_fermi, q)
    E = np.exp(1j * kap * d)
    A = np.zeros((len(q), 4, 4), complex)
    b = np.zeros((len(q), 4, 1), complex)
    # unknowns: reflected, forward in film, backward in film, transmitted
    A[:, 0, 0], A[:, 0, 1], A[:, 0, 2], b[:, 0, 0] = 1, -1, -E, -1
    A[:, 1, 0], A[:, 1, 1], A[:, 1, 2], b[:, 1, 0] = kn, kap, -kap * E, kn
    A[:, 2, 1], A[:, 2, 2], A[:, 2, 3] = E, 1, -1
    A[:, 3, 1], A[:, 3, 2], A[:, 3, 3] = kap * E, -kap, -kn
    sol = np.linalg.solve(A, b)[:, :, 0]
    return sol[:, 0], sol[:, 3]


def film(d, q, weight):
    ru, tu = film_amplitudes(k_up, d, q)
    rd, td = film_amplitudes(k_dn, d, q)
    for r, t in ((ru, tu), (rd, td)):
        assert np.max(np.abs(np.abs(r) ** 2 + np.abs(t) ** 2 - 1)) < 1e-8
    half_f = np.sum(weight * (np.abs(tu) ** 2 + np.abs(td) ** 2)) / 2
    gr = np.sum(weight * (1 - ru * rd.conj()))
    gt = np.sum(weight * tu * td.conj())
    return half_f, gr.real, gt, (gr - gt).real


thicknesses = [1, 2, 5, 20, 100]
films = [film(d, q, weight) for d in thicknesses]
for half_f, gr_f, gt_f, absorbed_f in films:
    assert gr_f >= half_f
assert films[0][3] < films[0][0]
assert films[-1][3] > films[-1][0]
assert abs(films[-1][2]) < 0.1 * channels
coarse = film(thicknesses[-1], *q_grid(700))
assert abs(coarse[3] / films[-1][3] - 1) < 1e-4

# ---- output ----
bohr_nm = physical_constants["Bohr radius"][0] * 1e9
to_nm = 1 / bohr_nm ** 2
print("RANDOM INTERFACES (pure numbers)")
print(f"channels M = {M}, trials = {trials}")
print(f"smallest Re g_r / half-sum = {smallest_ratio:.5f}")
print(f"trials with absorbed spin below half-sum = {absorbed_below}")
print(f"sharp dephased case: absorbed = {sharp_absorbed:.4f}")
print(f"sharp dephased case: half-sum = {sharp_half:.4f}")
print(f"identical spins, no reflection: absorbed = {abs(same_absorbed):.4f}")
print("PLANE INTERFACE")
print(f"Fermi wavevector, metal = {k_metal} bohr^-1")
print(f"Fermi wavevector, magnet up = {k_up} bohr^-1")
print(f"Fermi wavevector, magnet down = {k_dn} bohr^-1")
print(f"r_up at q=0 = {r0_up:.5f}")
print(f"r_dn at q=0 = {r0_dn:.5f}")
print(f"channels per area = {channels:.6f} bohr^-2")
print(f"g_up = {g_up:.6f} bohr^-2")
print(f"g_dn = {g_dn:.6f} bohr^-2")
print(f"half-sum = {half:.6f} bohr^-2")
print(f"excess from reflection difference = {excess:.6f} bohr^-2")
print(f"Re g_r = {g_mix.real:.6f} bohr^-2")
print(f"Im g_r = {g_mix.imag:.6f} bohr^-2")
print(f"sharper lower bound = {sharper_bound:.6f} bohr^-2")
print(f"Re g_r / half-sum = {g_mix.real / half:.4f}")
print(f"half-sum = {half * to_nm:.3f} nm^-2")
print(f"Re g_r = {g_mix.real * to_nm:.3f} nm^-2")
print("TRANSVERSE SPIN CURRENT IN MAGNET (modulus)")
for x, j in zip(depths, currents):
    print(f"depth {x} bohr: {j:.6f} bohr^-2, fraction {j / currents[0]:.5f}")
print(f"c = |1/k_dn - 1/k_up| = {spread:.4f} bohr")
print(f"large-depth formula at {depths[-1]} bohr = {tail:.6f} bohr^-2")
print("FILMS (all conductances in bohr^-2)")
for d, (half_f, gr_f, gt_f, absorbed_f) in zip(thicknesses, films):
    print(f"d = {d} bohr: half-sum {half_f:.6f}, Re g_r {gr_f:.6f}")
    print(f"   Re g_t {gt_f.real:.6f}, |g_t| {abs(gt_f):.6f}, absorbed {absorbed_f:.6f}")
print("all tests passed")
```

It prints:

```
RANDOM INTERFACES (pure numbers)
channels M = 4, trials = 400
smallest Re g_r / half-sum = 1.01758
trials with absorbed spin below half-sum = 200
sharp dephased case: absorbed = 4.0000
sharp dephased case: half-sum = 4.0000
identical spins, no reflection: absorbed = 0.0000
PLANE INTERFACE
Fermi wavevector, metal = 0.7 bohr^-1
Fermi wavevector, magnet up = 0.8 bohr^-1
Fermi wavevector, magnet down = 0.4 bohr^-1
r_up at q=0 = -0.06667
r_dn at q=0 = 0.27273
channels per area = 0.038993 bohr^-2
g_up = 0.037202 bohr^-2
g_dn = 0.010102 bohr^-2
half-sum = 0.023652 bohr^-2
excess from reflection difference = 0.014003 bohr^-2
Re g_r = 0.037655 bohr^-2
Im g_r = 0.004010 bohr^-2
sharper lower bound = 0.031800 bohr^-2
Re g_r / half-sum = 1.5921
half-sum = 8.446 nm^-2
Re g_r = 13.447 nm^-2
TRANSVERSE SPIN CURRENT IN MAGNET (modulus)
depth 0 bohr: 0.037868 bohr^-2, fraction 1.00000
depth 10 bohr: 0.010351 bohr^-2, fraction 0.27334
depth 50 bohr: 0.002549 bohr^-2, fraction 0.06731
depth 200 bohr: 0.000647 bohr^-2, fraction 0.01710
depth 800 bohr: 0.000162 bohr^-2, fraction 0.00428
c = |1/k_dn - 1/k_up| = 1.2500 bohr
large-depth formula at 800 bohr = 0.000162 bohr^-2
FILMS (all conductances in bohr^-2)
d = 1 bohr: half-sum 0.034761, Re g_r 0.040524
   Re g_t 0.028680, |g_t| 0.033609, absorbed 0.011844
d = 2 bohr: half-sum 0.029064, Re g_r 0.039817
   Re g_t 0.014688, |g_t| 0.027163, absorbed 0.025129
d = 5 bohr: half-sum 0.022793, Re g_r 0.034227
   Re g_t -0.012332, |g_t| 0.015939, absorbed 0.046559
d = 20 bohr: half-sum 0.022212, Re g_r 0.037338
   Re g_t -0.005097, |g_t| 0.005348, absorbed 0.042436
d = 100 bohr: half-sum 0.022271, Re g_r 0.037574
   Re g_t -0.000942, |g_t| 0.001162, absorbed 0.038517
all tests passed
```
